# Rényi's Constant Squared and the Jamming of Aligned Squares: test program

```python
# RESULT UNDER TEST: randomly adsorbed aligned unit squares jam at a coverage
# near 0.5620, not at the square of Renyi's constant R (about 0.5589).
# Symbols: R = jamming coverage of unit rods on a line; theta = covered
# fraction; tau = adsorption attempts per footprint area; L = side of a
# periodic box in units of the square side; M = mean number of objects placed.
# R**2 is shown to belong to another process: random strips, each then filled.
import random
from fractions import Fraction
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.spatial import cKDTree
from scipy.special import exp1

rng = np.random.default_rng(20240611)
random.seed(7319)


# ---------- Renyi's constant: kinetic integral against the recursion ----------
def rod_rate(t):
    return np.exp(-2 * (exp1(t) + np.euler_gamma + np.log(t)))


R = quad(rod_rate, 0, 1)[0] + quad(rod_rate, 1, np.inf)[0]


def recursion_slope(last=12, per_unit=4000):
    """Slope of M(x) from M(x+1) = 1 + (2/x) * integral of M from 0 to x."""
    s = np.linspace(0, 1, per_unit + 1)
    integral = s.copy()                      # on 1 <= x <= 2, where M = 1
    for k in range(2, last + 1):
        M = 1 + 2 * integral / (k - 1 + s)
        integral = integral[-1] + cumulative_trapezoid(M, s, initial=0)
    return M[-1] - M[0]


R_recursion = recursion_slope()
assert abs(R - R_recursion) < 1e-6


# ---------- exact small lattices: 2x2 squares, rational arithmetic ----------
def exact_mean(nx, ny):
    """Mean final number for nx*ny allowed positions, also by first position."""
    pos = [(i, j) for i in range(nx) for j in range(ny)]
    blocks = [sum(1 << q for q, (k, l) in enumerate(pos)
                  if abs(i - k) < 2 and abs(j - l) < 2) for i, j in pos]

    @lru_cache(None)
    def mean(free):
        if not free:
            return Fraction(0)
        options = [b for q, b in enumerate(blocks) if free >> q & 1]
        return 1 + sum(mean(free & ~b) for b in options) / len(options)

    full = (1 << len(pos)) - 1
    by_first = {p: 1 + mean(full & ~b) for p, b in zip(pos, blocks)}
    return mean(full), by_first


lattice = {}
for sites in (4, 5, 6):
    line = exact_mean(sites - 1, 1)[0]
    plane, by_first = exact_mean(sites - 1, sites - 1)
    lattice[sites] = (line, plane, by_first)
line4, plane4, first4 = lattice[4]
corner_by_hand = 1 + (2 * (1 + line4) + 3 + 2 + 2) / 5
assert first4[(1, 1)] == 1
assert first4[(0, 1)] == 1 + line4
assert first4[(0, 0)] == corner_by_hand
assert plane4 == (1 + 4 * (1 + line4) + 4 * corner_by_hand) / 9
assert plane4 > line4**2


# ---------- continuum adsorption ----------
def first_come(points, L, reach, norm):
    """Mask of points kept when each kept point blocks later ones in reach."""
    pairs = cKDTree(points, boxsize=L).query_pairs(
        reach, p=norm, output_type='ndarray')
    pairs = np.sort(pairs, axis=1)
    pairs = pairs[np.argsort(pairs[:, 0], kind='stable')]
    alive = [True] * len(points)
    for i, j in pairs.tolist():
        if alive[i]:
            alive[j] = False
    return np.array(alive, dtype=bool)


OFFSETS = [(0, 0)] + [(i, j) for i in (-1, 0, 1) for j in (-1, 0, 1)
                      if (i, j) != (0, 0)]
SLIVER = 1e-10    # free rectangles thinner than this are rounding debris


def subtract_blocked(rect, X, Y, L):
    """Remove from free rectangles the 2x2 blocked zone of every centre.
    Rows of rect: x low, x high, y low, y high, cell column, cell row.
    A unit cell can hold at most one centre, stored in X and Y."""
    for di, dj in OFFSETS:
        ni = rect[4].astype(int) + di
        nj = rect[5].astype(int) + dj
        wi, wj = ni % L, nj % L
        cx = X[wi, wj] + (ni - wi)
        cy = Y[wi, wj] + (nj - wj)
        hit = ((cx - 1 < rect[1]) & (cx + 1 > rect[0])
               & (cy - 1 < rect[3]) & (cy + 1 > rect[2]))
        x0, x1, y0, y1, ci, cj = rect[:, hit]
        cx, cy = cx[hit], cy[hit]
        left, right = np.maximum(x0, cx - 1), np.minimum(x1, cx + 1)
        pieces = [rect[:, ~hit],
                  np.array([x0, left, y0, y1, ci, cj]),
                  np.array([right, x1, y0, y1, ci, cj]),
                  np.array([left, right, y0, cy - 1, ci, cj]),
                  np.array([left, right, cy + 1, y1, ci, cj])]
        rect = np.concatenate(pieces, axis=1)
        rect = rect[:, (rect[1] - rect[0] > SLIVER)
                    & (rect[3] - rect[2] > SLIVER)]
    return rect


def jammed_box(L):
    """Run one periodic box to jamming; return centres and adsorption taus."""
    X, Y = np.full((L, L), np.nan), np.full((L, L), np.nan)
    i, j = [g.ravel() for g in np.meshgrid(np.arange(L), np.arange(L))]
    rect = np.array([i, i + 1, j, j + 1, i, j], dtype=float)
    tau, times = 0.0, []
    while rect.shape[1]:
        cum = np.cumsum((rect[1] - rect[0]) * (rect[3] - rect[2]))
        n = len(cum) // 2 + 1
        pick = np.searchsorted(cum, rng.random(n) * cum[-1])
        r = rect[:, np.minimum(pick, len(cum) - 1)]
        x = r[0] + rng.random(n) * (r[1] - r[0])
        y = r[2] + rng.random(n) * (r[3] - r[2])
        kept = first_come(np.column_stack([x, y]) % L, L, 1.0, np.inf)
        ci, cj = r[4, kept].astype(int), r[5, kept].astype(int)
        X[ci, cj], Y[ci, cj] = x[kept], y[kept]
        times.append(tau + (np.flatnonzero(kept) + 1) / cum[-1])
        tau += n / cum[-1]
        rect = subtract_blocked(rect, X, Y, L)
    full = ~np.isnan(X)
    return np.column_stack([X[full], Y[full]]), np.concatenate(times)


def no_overlap(centres, L):
    tree = cKDTree(centres % L, boxsize=L)
    return len(tree.query_pairs(1 - 1e-9, p=np.inf,
                                output_type='ndarray')) == 0


def is_jammed(centres, L):
    """Any bounded free region has a lower left corner made by the right edge
    of one blocked zone and the top edge of another: probe all such corners."""
    c = centres % L
    tree = cKDTree(c, boxsize=L)
    pairs = tree.query_pairs(2.0, p=np.inf, output_type='ndarray')
    pairs = np.vstack([pairs, pairs[:, ::-1]])
    corner = np.column_stack([c[pairs[:, 0], 0], c[pairs[:, 1], 1]])
    distance = tree.query((corner + 1 + 1e-9) % L, p=np.inf)[0]
    return bool(distance.max() < 1)


L_box, n_boxes = 200, 12
box_theta, all_times = [], []
for b in range(n_boxes):
    centres, times = jammed_box(L_box)
    if b == 0:
        assert no_overlap(centres, L_box)
        assert is_jammed(centres, L_box)
        assert not is_jammed(centres[1:], L_box)     # one square removed
    box_theta.append(len(centres) / L_box**2)
    all_times.append(times)
all_times = np.concatenate(all_times)
total_area = n_boxes * L_box**2
theta_J = np.mean(box_theta)
error_J = np.std(box_theta, ddof=1) / np.sqrt(n_boxes)
gap_in_errors = (theta_J - R**2) / error_J
assert gap_in_errors > 5
assert abs(theta_J - 0.5620) < 4 * error_J           # the value in the claim


def theta_at(tau):
    return np.count_nonzero(all_times <= tau) / total_area


# Early kinetics; the omitted fourth-order term and noise are each about 2e-4.
tau_early = 0.07
theta_series = tau_early - 2 * tau_early**2 + 23 / 6 * tau_early**3
assert abs(theta_at(tau_early) - theta_series) < 7e-4

# Late kinetics: tau * deficit would level off for a pure 1/tau law.
late = {}
for tau in (10, 100, 1000):
    count = np.count_nonzero(all_times > tau)
    late[tau] = (count / total_area, tau * count / total_area,
                 tau * np.sqrt(count) / total_area)
assert late[1000][1] - late[100][1] > 4 * np.hypot(late[1000][2], late[100][2])


# ---------- the process to which R**2 does belong ----------
def filled_circle(L):
    """Left ends of unit rods adsorbed to jamming on a circle of length L."""
    start = random.random() * L
    ends, gaps = [start], [(start + 1, start + L)]
    while gaps:
        a, b = gaps.pop()
        if b - a >= 1:
            s = a + random.random() * (b - a - 1)
            ends.append(s)
            gaps.append((a, s))
            gaps.append((s + 1, b))
    return ends


strip_centres = np.array([(x, y) for x in filled_circle(100)
                          for y in filled_circle(100)])
assert no_overlap(strip_centres, 100)
assert is_jammed(strip_centres, 100)
strip_theta = [sum(len(filled_circle(20)) for _ in filled_circle(20)) / 400
               for _ in range(3000)]
theta_strip = np.mean(strip_theta)
error_strip = np.std(strip_theta, ddof=1) / np.sqrt(len(strip_theta))
assert abs(theta_strip - R**2) < 4 * error_strip


# ---------- plain rejection sampling: second simulator, and round discs ------
def finite_dose(L, tau, reach, norm):
    """Coverage after tau attempts per unit area, objects of unit area."""
    centres = np.empty((0, 2))
    for _ in range(tau):
        trial = rng.random((L * L, 2)) * L
        if len(centres):
            near = cKDTree(centres, boxsize=L).query(
                trial, p=norm, distance_upper_bound=reach)[0]
            trial = trial[np.isinf(near)]
        if len(trial):
            trial = trial[first_come(trial, L, reach, norm)]
            centres = np.vstack([centres, trial])
    return len(centres) / L**2


tau_shape = 100
theta_square_plain = finite_dose(80, tau_shape, 1.0, np.inf)
theta_disc = finite_dose(80, tau_shape, 2 / np.sqrt(np.pi), 2)
# One box of side 80 scatters by about 0.003.
assert abs(theta_square_plain - theta_at(tau_shape)) < 0.012

# ---------- worked example: rough regime of hafnium oxide deposition ----------
side = 0.5            # nm, footprint side
temperature = 523.0   # K
pressure = 0.1        # Torr
pulse = 0.5           # s
sticking = 0.01       # reaction probability on a free place
molar_mass = 355.0    # g/mol, tetrakis(dimethylamino)hafnium, rounded
hf_density = 28.0     # Hf atoms per nm3 of film, rough
site_density = 4.0    # anchoring sites per nm2, rough

kT = const.k * temperature
mass = molar_mass * 1e-3 / const.N_A
flux = pressure * const.torr / np.sqrt(2 * np.pi * mass * kT) * 1e-18
mean_inward = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                   0, np.inf)[0]
flux_check = (pressure * const.torr / kT * np.sqrt(kT / mass)
              * mean_inward * 1e-18)
assert abs(flux / flux_check - 1) < 1e-6
tau_dose = sticking * flux * side**2 * pulse
tau_sites = site_density * side**2
theta_dose, theta_sites = theta_at(tau_dose), theta_at(tau_sites)

# Fixed random sites, each struck many times: same coverage as stopping early.
n_sites = int(round(tau_sites * L_box**2))
sites_xy = rng.random((n_sites, 2)) * L_box
struck, first_hit = np.unique(rng.integers(n_sites, size=25 * n_sites),
                              return_index=True)
order = struck[np.argsort(first_hit)]
theta_frozen = first_come(sites_xy[order], L_box, 1.0, np.inf).sum() / L_box**2
assert abs(theta_frozen - theta_sites) < 0.006       # scatter about 0.001

density_J, density_P = theta_J / side**2, R**2 / side**2
side_effect = 100 * (1 / 1.05**2 - 1)
hop_barrier = kT / const.e * np.log(kT / const.h * pulse)


def percent(theta):
    return 100 * (theta / theta_J - 1)


print(f"Renyi constant R, kinetic integral: {R:.7f}")
print(f"Renyi constant R, recursion slope: {R_recursion:.7f}")
print(f"Palasti value R^2: {R**2:.6f}")
print(f"simulated boxes: {n_boxes} of side {L_box} square sides")
print(f"simulated jamming coverage: {theta_J:.5f} +- {error_J:.5f}")
print(f"excess over R^2: {theta_J - R**2:.5f}")
print(f"excess in standard errors: {gap_in_errors:.1f}")
print(f"excess relative to R^2: {100 * (theta_J / R**2 - 1):.2f} %")
print(f"strip process coverage: {theta_strip:.5f} +- {error_strip:.5f}")
for sites, (line, plane, _) in lattice.items():
    print(f"lattice {sites}x{sites}: line M = {line}, M^2 = {line**2}"
          f" = {float(line**2):.5f}")
    print(f"lattice {sites}x{sites}: plane mean = {float(plane):.5f}")
print(f"4x4 exact plane mean: {plane4}")
print(f"4x4 first at centre, edge, corner: {first4[(1, 1)]},"
      f" {first4[(0, 1)]}, {first4[(0, 0)]}")
print(f"theta at tau = {tau_early}: simulated {theta_at(tau_early):.5f},"
      f" series {theta_series:.5f}")
for tau, (deficit, scaled, err) in late.items():
    print(f"tau = {tau}: deficit {deficit:.5f},"
          f" tau*deficit {scaled:.3f} +- {err:.3f}")
print(f"footprint side: {side} nm; temperature: {temperature:.0f} K")
print(f"pressure: {pressure} Torr; pulse: {pulse} s")
print(f"reaction probability: {sticking}; molar mass: {molar_mass:.0f} g/mol")
print(f"Hf density of film: {hf_density:.0f} per nm3")
print(f"jammed density, simulation: {density_J:.4f} per nm2")
print(f"jammed density, from R^2: {density_P:.4f} per nm2")
print(f"growth per cycle, simulation: {density_J / hf_density:.5f} nm")
print(f"growth per cycle, from R^2: {density_P / hf_density:.5f} nm")
print(f"impingement flux: {flux:.3e} per nm2 per s")
print(f"dose tau: {tau_dose:.1f} attempts per footprint")
print(f"coverage after dose: {theta_dose:.4f} ({percent(theta_dose):+.1f} %)")
print(f"anchoring sites: {site_density} per nm2, tau = {tau_sites:.2f}")
print(f"site-limited coverage: {theta_sites:.4f}"
      f" ({percent(theta_sites):+.1f} %)")
print(f"same, fixed sites struck repeatedly: {theta_frozen:.4f}")
print(f"density change for 5 % longer side: {side_effect:+.1f} %")
print(f"squares at tau = {tau_shape}, main simulation:"
      f" {theta_at(tau_shape):.4f}")
print(f"squares at tau = {tau_shape}, plain rejection:"
      f" {theta_square_plain:.4f}")
print(f"equal-area discs at tau = {tau_shape}: {theta_disc:.4f}")
print(f"barrier for one hop per pulse: {hop_barrier:.2f} eV")
print("done: every assertion held")
```

Running it gives:

```
Renyi constant R, kinetic integral: 0.7475979
Renyi constant R, recursion slope: 0.7475979
Palasti value R^2: 0.558903
simulated boxes: 12 of side 200 square sides
simulated jamming coverage: 0.56194 +- 0.00019
excess over R^2: 0.00303
excess in standard errors: 16.1
excess relative to R^2: 0.54 %
strip process coverage: 0.55898 +- 0.00061
lattice 4x4: line M = 5/3, M^2 = 25/9 = 2.77778
lattice 4x4: plane mean = 2.83704
lattice 5x5: line M = 2, M^2 = 4 = 4.00000
lattice 5x5: plane mean = 4.00000
lattice 6x6: line M = 37/15, M^2 = 1369/225 = 6.08444
lattice 6x6: plane mean = 6.14103
4x4 exact plane mean: 383/135
4x4 first at centre, edge, corner: 1, 8/3, 52/15
theta at tau = 0.07: simulated 0.06141, series 0.06151
tau = 10: deficit 0.06634, tau*deficit 0.663 +- 0.004
tau = 100: deficit 0.01488, tau*deficit 1.488 +- 0.018
tau = 1000: deficit 0.00255, tau*deficit 2.550 +- 0.073
footprint side: 0.5 nm; temperature: 523 K
pressure: 0.1 Torr; pulse: 0.5 s
reaction probability: 0.01; molar mass: 355 g/mol
Hf density of film: 28 per nm3
jammed density, simulation: 2.2478 per nm2
jammed density, from R^2: 2.2356 per nm2
growth per cycle, simulation: 0.08028 nm
growth per cycle, from R^2: 0.07984 nm
impingement flux: 8.152e+04 per nm2 per s
dose tau: 101.9 attempts per footprint
coverage after dose: 0.5472 (-2.6 %)
anchoring sites: 4.0 per nm2, tau = 1.00
site-limited coverage: 0.3297 (-41.3 %)
same, fixed sites struck repeatedly: 0.3317
density change for 5 % longer side: -9.3 %
squares at tau = 100, main simulation: 0.5471
squares at tau = 100, plain rejection: 0.5498
equal-area discs at tau = 100: 0.5247
barrier for one hop per pulse: 1.32 eV
done: every assertion held
```
